\section*{Subband spacing and thermal energy in thin silicon films}

\section{A gap of one thermal energy}

In a hard-wall silicon film 6.89 nm thick at 300 K, the gap between the two lowest subbands is 25.85 meV, equal to the thermal energy $k_BT$, yet the lowest subband holds only 37.4\% of a dilute electron gas. Thinning the film to 5 nm raises the gap to $1.90\,k_BT$ and the share to 64.8\%. Two questions follow: why the gap reaches $k_BT$ near 7 nm, and why reaching it leaves most electrons elsewhere.

The film has thickness $W$ along $z$, its surfaces are (001) planes, and the potential inside is flat. Silicon has six equivalent conduction valleys with ellipsoidal energy surfaces. The mass along the long axis of each is $m_l\approx0.92\,m_0$, and across it $m_t\approx0.19\,m_0$, where $m_0$ is the free-electron mass. These rounded masses are inputs. The bands are taken as parabolic, and strain and coupling between valleys are left out.

Two valleys have their long axis along $z$. They are called heavy here, because their mass along the film normal is $m_l$. The other four have normal mass $m_t$ and are called light. The names refer to the normal mass alone: in the plane of the film, the heavy valleys have mass $m_t$ in both directions.

\section{The spacing and its crossing with $k_BT$}

\subsection{Levels between hard walls}

The film normal is a principal axis of every ellipsoid, so the kinetic energy contains no product of $k_z$ with $k_x$ or $k_y$. With energies measured from the valley minimum, the envelope function factorizes into a plane wave in the film and a function $\psi(z)$, and
\begin{equation}
E=E_n+\frac{\hbar^2k_x^2}{2m_x}+\frac{\hbar^2k_y^2}{2m_y},
\qquad
-\frac{\hbar^2}{2m}\frac{d^2\psi}{dz^2}=E_n\psi ,
\label{eq:separate}
\end{equation}
where $m$ is the normal mass. Infinitely high walls require $\psi(0)=\psi(W)=0$. The general solution for positive energy is $A\sin kz+B\cos kz$ with $E=\hbar^2k^2/(2m)$. The condition at $z=0$ gives $B=0$, and the condition at $z=W$ gives $\sin kW=0$, so $k=n\pi/W$ with $n=1,2,\dots$. The value $n=0$ is excluded because $\psi$ would vanish everywhere. Hence
\begin{equation}
E_n=\frac{\pi^2\hbar^2n^2}{2mW^2}.
\label{eq:levels}
\end{equation}
For the heavy valleys $m=m_l$, and the first spacing is
\begin{equation}
\Delta E=E_2-E_1=(4-1)E_1=\frac{3\pi^2\hbar^2}{2m_lW^2}.
\label{eq:spacing}
\end{equation}

Setting $\Delta E=k_BT$ and solving for the thickness gives
\begin{equation}
W^*=\pi\hbar\sqrt{\frac{3}{2m_lk_BT}} .
\label{eq:crossing}
\end{equation}
Because $\Delta E$ falls steadily as $1/W^2$, the spacing exceeds $k_BT$ for every $W<W^*$ and is smaller for every $W>W^*$.

With $\hbar^2/(2m_0)=38.10$ meV\,nm$^2$,
\begin{equation}
\Delta E\,W^2=\frac{3\pi^2\times38.10}{0.92}\ \text{meV\,nm}^2
=1226\ \text{meV\,nm}^2,
\qquad
W^*=\sqrt{\frac{1226}{25.85}}\ \text{nm}=6.89\ \text{nm}.
\end{equation}
A finite-difference diagonalization of the film Hamiltonian, searched for the thickness at which its own spacing equals $k_BT$, gives the same crossing. The model deserves the statement ``about 7 nm''. Further digits serve to compare formulas within it. Since $W^*\propto(m_lT)^{-1/2}$, a small relative change in mass or temperature changes $W^*$ by half as much, in the opposite direction.

\subsection{The light valleys}

The light ladder follows from Eq.~\eqref{eq:levels} with $m=m_t$; its levels are written $E_n'$. Its own first spacing reaches $k_BT$ at a thickness larger by $\sqrt{m_l/m_t}=2.20$, that is at 15.15 nm. The heavy valleys therefore set the stricter condition.

It remains to see whether a light level falls inside the heavy gap. The second heavy level lies below the first light level if
\begin{equation}
\frac{4}{m_l}<\frac{1}{m_t}
\quad\Longleftrightarrow\quad
r\equiv\frac{m_l}{m_t}>4 .
\label{eq:order}
\end{equation}
Here $r=4.84$, so the condition holds, at every thickness, since all levels scale as $1/W^2$. At 5 nm the three levels are $E_1=16.35$ meV, $E_2=65.40$ meV and $E_1'=79.16$ meV. Thus $\Delta E$ is also the gap from the ground subband to the next subband of the whole film. The margin is modest, and the first light level is never far above the second heavy one on the scale of the gap. This matters for the populations.

\section{Populations as a function of one parameter}

Let the gas be dilute, with the chemical potential $\mu$ several $k_BT$ below $E_1$, so that Boltzmann factors replace Fermi functions. The number of electrons per area in subband $n$ of a group of $g$ equivalent valleys is, with a factor 2 for spin,
\begin{equation}
N_n=2g\,e^{(\mu-E_n)/k_BT}
\int\frac{dk_x\,dk_y}{(2\pi)^2}
\exp\!\left[-\frac{\hbar^2}{2k_BT}
\left(\frac{k_x^2}{m_x}+\frac{k_y^2}{m_y}\right)\right].
\end{equation}
The integral over $k_x$ is a Gaussian with the value $\sqrt{2\pi m_xk_BT}/\hbar$, and likewise for $k_y$. Their product divided by $(2\pi)^2$ is $k_BT\sqrt{m_xm_y}/(2\pi\hbar^2)$, so
\begin{equation}
N_n=\frac{g\,k_BT\sqrt{m_xm_y}}{\pi\hbar^2}\,e^{(\mu-E_n)/k_BT}.
\label{eq:pop}
\end{equation}
For the heavy valleys $g=2$ and $\sqrt{m_xm_y}=m_t$. For the light ones $g=4$ and $\sqrt{m_xm_y}=\sqrt{m_lm_t}$, because their long axis lies in the plane. A light subband therefore outweighs a heavy one at equal energy by
\begin{equation}
\frac{4\sqrt{m_lm_t}}{2m_t}=2\sqrt r=4.40 .
\end{equation}

Define the confinement parameter
\begin{equation}
a=\frac{E_1}{k_BT}=\frac{\Delta E}{3k_BT}=\frac13\left(\frac{W^*}{W}\right)^2 .
\label{eq:a}
\end{equation}
Then $E_n/k_BT=an^2$ in the heavy ladder and $E_n'/k_BT=ran^2$ in the light one. The share of electrons in the lowest subband is
\begin{equation}
P=\frac{e^{-a}}{S(a)+2\sqrt r\,S(ra)},
\qquad
S(a)=\sum_{n=1}^{\infty}e^{-an^2}.
\label{eq:share}
\end{equation}
Thin films have $a\gg1$, thick films $a\ll1$, and the crossing lies at $a=1/3$. Each limit has its own leading term and first correction.

\section{Thin films: $a\gg1$}

Divide the denominator of Eq.~\eqref{eq:share} by $e^{-a}$ and keep the first excited term of each ladder:
\begin{equation}
\frac1P\simeq1+e^{-3a}+2\sqrt r\,e^{-(r-1)a}.
\label{eq:thin}
\end{equation}
The leading result is $P=1$: all electrons are in the lowest subband. The first correction has two parts, the second heavy subband at a distance $3a$ and the first light subband at $(r-1)a=3.84\,a$, both in units of $k_BT$. The largest omitted heavy term is $e^{-8a}$, from $n=3$, and the largest omitted light term is $2\sqrt r\,e^{-(4r-1)a}$, from $n=2$.

As $a\to\infty$ the second heavy subband dominates the correction, because its exponent is smaller. The light subband has the larger prefactor, however, and the two parts are equal when
\begin{equation}
2\sqrt r\,e^{-(r-4)a}=1
\quad\Longrightarrow\quad
a=\frac{\ln(2\sqrt r)}{r-4}=\frac{\ln4.40}{0.84}\approx1.76 .
\end{equation}
By Eq.~\eqref{eq:a} this corresponds to
\begin{equation}
W=\frac{W^*}{\sqrt{3a}}=\frac{6.89\ \text{nm}}{\sqrt{5.28}}\approx3.0\ \text{nm}.
\end{equation}
In thicker films the first light subband holds more electrons than the second heavy one, although it lies higher. Keeping the nearest level alone would miss the larger part of the correction there.

At 5 nm the terms are
\begin{align}
e^{-3a}&=e^{-49.05/25.85}=0.150,\\
2\sqrt r\,e^{-(r-1)a}&=4.40\,e^{-(79.16-16.35)/25.85}=0.387,
\end{align}
so $P\simeq1/1.5375=65.0\%$, against 64.8\% from the full sum. The omitted term $e^{-8a}\approx0.006$ accounts for the difference.

At the crossing, $e^{-3a}=e^{-1}=0.368$, and the light term is
\begin{equation}
4.40\,e^{-(41.73-8.62)/25.85}=1.22 .
\end{equation}
This answers the second opening question. At $W^*$ the first light subband alone holds about 1.2 times as many electrons as the lowest subband, because its greater density of states outweighs its Boltzmann factor. Equation~\eqref{eq:thin} then gives $P\simeq1/2.59=38.6\%$, already close to the full 37.4\%.

A film with nearly all its electrons in one subband must be much thinner than $W^*$. At 3.0 nm, where the two parts of the correction are equal, each is $e^{-5.28}\approx0.005$, so $P\approx99\%$ in this model. The spacing there is about $5\,k_BT$.

\section{Thick films: $a\ll1$}

\subsection{The sum over many levels}

For small $a$ many terms of $S(a)$ contribute, and a few exponentials no longer suffice. Consider
\begin{equation}
f(x)=\sum_{n=-\infty}^{\infty}e^{-a(n+x)^2},
\end{equation}
which is unchanged when $x$ increases by 1. It can be written as a Fourier series $f(x)=\sum_jc_je^{2\pi ijx}$. The coefficient is an integral over one period, and the sum over $n$ joins the shifted periods into the whole line:
\begin{equation}
c_j=\int_0^1f(x)e^{-2\pi ijx}dx
=\int_{-\infty}^{\infty}e^{-ax^2-2\pi ijx}dx
=\sqrt{\frac{\pi}{a}}\,e^{-\pi^2j^2/a}.
\end{equation}
At $x=0$ the original sum consists of the term $n=0$, equal to 1, and two equal halves, so $f(0)=1+2S(a)$. Therefore
\begin{equation}
S(a)=\frac12\sqrt{\frac{\pi}{a}}-\frac12
+\sqrt{\frac{\pi}{a}}\sum_{j=1}^{\infty}e^{-\pi^2j^2/a}.
\label{eq:poisson}
\end{equation}
The first term is what replacing the sum by an integral gives. The first correction is $-\tfrac12$, and the remainder is smaller than any power of $a$.

The correction has a simple meaning. With the thermal wavelength $\lambda=\sqrt{2\pi}\,\hbar/\sqrt{mk_BT}$ and $a=\pi^2\hbar^2/(2mW^2k_BT)$,
\begin{equation}
\frac12\sqrt{\frac{\pi}{a}}
=\frac{W}{\hbar}\sqrt{\frac{mk_BT}{2\pi}}=\frac W\lambda,
\qquad
S\simeq\frac{W-\lambda/2}{\lambda}.
\end{equation}
The sum counts states as if the film were shorter by $\lambda/4$ at each wall, where the wave function is forced to vanish. The lighter normal mass has the longer $\lambda$ and loses more.

\subsection{The share in the lowest subband}

Insert the first two terms of Eq.~\eqref{eq:poisson} into the denominator $D$ of Eq.~\eqref{eq:share}:
\begin{align}
D&\simeq\frac12\sqrt{\frac\pi a}-\frac12
+2\sqrt r\left(\frac12\sqrt{\frac{\pi}{ra}}-\frac12\right)\nonumber\\
&=\frac12\sqrt{\frac\pi a}+\sqrt{\frac\pi a}-\frac12-\sqrt r
=\frac32\sqrt{\frac\pi a}-\left(\frac12+\sqrt r\right).
\end{align}
The factor $\sqrt r$ in the light density of states cancels the $1/\sqrt r$ from its wider level spacing. To leading order the heavy and light groups thus hold electrons in the ratio $1:2$, the ratio of two valleys to four, as in the bulk. The share becomes
\begin{equation}
P\simeq\frac{e^{-a}}{\dfrac32\sqrt{\dfrac\pi a}-\left(\dfrac12+\sqrt r\right)} .
\label{eq:thick}
\end{equation}
Let $P_0=\tfrac23\sqrt{a/\pi}$. Expanding the reciprocal for small $P_0$, and noting that $e^{-a}=1-a+\dots$ changes the bracket only at order $a$, gives
\begin{equation}
P=P_0\left[1+P_0\left(\frac12+\sqrt r\right)+O(a)\right],
\qquad
P_0=\frac{2}{3\sqrt{3\pi}}\,\frac{W^*}{W}.
\label{eq:expanded}
\end{equation}
To leading order the share thus decays as $1/W$. The thin-film form, Eq.~\eqref{eq:thin}, misses this decay: its exponentials tend to 1 as $a\to0$, and it levels off at $1/(2+2\sqrt r)$.

At 10 nm, $a=4.09/25.85=0.158$ and $\sqrt{\pi/a}=4.46$. The leading term is $P_0=2/(3\times4.46)=15.0\%$. The first correction multiplies it by $1+0.150\times2.70=1.40$, giving 21.0\%. Equation~\eqref{eq:thick}, which keeps the denominator unexpanded, gives
\begin{equation}
P\simeq\frac{0.854}{6.69-2.70}=21.4\%,
\end{equation}
in agreement with the full sum to the digits shown. The correction is large even though the film is thicker than $W^*$, because $\sqrt r=2.20$ enters it: the light valleys lose low-lying states first.

\subsection{Where the two limits meet}

The two approximations compare with the full sum as follows.
\begin{center}
\begin{tabular}{cccc}
$W$ (nm) & thin, Eq.~\eqref{eq:thin} & thick, Eq.~\eqref{eq:thick} & full sum\\
5.00 & 65.0\% & 83\% & 64.8\%\\
6.89 & 38.6\% & 37.6\% & 37.4\%\\
10.00 & 24.9\% & 21.4\% & 21.4\%
\end{tabular}
\end{center}
The thick-film form fails at 5 nm because of the light ladder. There $ra=79.16/25.85=3.06$ is not small, and the neglected factor $e^{-\pi^2/(ra)}\approx0.04$, multiplied by $2\sqrt r\sqrt{\pi/(ra)}\approx4.5$, adds about 0.18 to a denominator of only 0.64. The thin-film form fails at 10 nm because higher subbands have been dropped. Near $W^*$ both are good to a few per cent of $P$. The crossing $\Delta E=k_BT$ thus lies in the region where both descriptions work, although the three subbands kept in Eq.~\eqref{eq:thin} still hold about 97\% of the electrons there. It does not mark a sudden change in the populations.

\section{First correction for walls of finite height}

The hard wall is itself a limit, that of a high barrier. Let the barrier have height $V\gg E_n$ and mass $m_b$, and be thick enough for the wave function to die out inside it. Beyond $z=W$ the solution is $\psi\propto e^{-\kappa(z-W)}$ with $\kappa=\sqrt{2m_b(V-E)}/\hbar\simeq\sqrt{2m_bV}/\hbar$. The usual matching rule for envelope functions, continuity of $\psi$ and of $\psi'/m$, is assumed; it conserves the current. It gives just inside the film
\begin{equation}
\psi(W)=-\delta\,\psi'(W),\qquad
\psi(0)=\delta\,\psi'(0),\qquad
\delta=\frac{m_b}{m\kappa}.
\end{equation}
Write $\psi=\sin(kz+\varphi)$. The condition at $z=0$ is $\tan\varphi=k\delta$, and that at $z=W$ is $\tan(kW+\varphi)=-k\delta$. Therefore
\begin{equation}
kW=n\pi-2\arctan(k\delta)\simeq n\pi-2k\delta
\quad\Longrightarrow\quad
k\simeq\frac{n\pi}{W+2\delta}.
\end{equation}
To first order in $\delta/W$ the film acts as a hard-wall film of thickness $W+2\delta$. For the heavy valleys, with $m=m_l$ in $\delta$,
\begin{equation}
\Delta E\simeq\frac{3\pi^2\hbar^2}{2m_lW^2}\left(1-\frac{4\delta}{W}\right),
\qquad
W_{\rm cross}\simeq W^*-2\delta .
\end{equation}
Leakage into the barrier lowers the spacing, so the film must be somewhat thinner to reach $k_BT$. For the heavy spacing, the estimate of 7 nm stands as long as $2\delta$ is small compared with 7 nm. It fails for low barriers, where $k\delta$ is not small or the second level is not bound.

The gap between the two lowest subbands of the whole film sets a stricter condition. In the light valleys $m=m_t$, so their $\delta$ is larger by the factor $r$ and their levels drop more. With the effective thicknesses $W+2\delta$ and $W+2r\delta$, the second heavy level stays below the first light level only if
\begin{equation}
\frac{2\delta}{W}<\frac{\sqrt r-2}{2r-\sqrt r}\approx0.027,
\end{equation}
where $\delta$ is the heavy value. Near the crossing this means $2\delta$ below about 0.18 nm. For larger $\delta$ the next subband is the light one, and the film must be thinner still for the gap to reach $k_BT$.

An oxide-like barrier lies close to this threshold. For $V=3.1$ eV and $m_b$ between $0.3\,m_0$ and $0.5\,m_0$, $2\delta$ is 0.13 to 0.17 nm, and the crossing moves only to 6.75 to 6.72 nm. The populations are more sensitive, because the light levels drop more. At 5 nm the first light level then meets or falls below the second heavy one, and at 3 nm it lies below it. With the in-plane masses unchanged, the share of the lowest subband falls from 37.4\% to about 32\% at 6.89 nm, from 64.8\% to 50--53\% at 5 nm, and from 99\% to 89--93\% at 3 nm. The hard-wall shares of thin films are therefore too high for such a barrier.

\section{Range of the estimate}

A weak uniform field $F$ across the film adds a potential energy $eFz$. Every $|\psi_n|^2$ is symmetric about the midplane, so $\langle z\rangle=W/2$ for all $n$, and to first order all levels shift equally. The spacing changes only from second order on, and the change is small at first. Diagonalizing the film Hamiltonian with the field included gives a heavy spacing 4\% above Eq.~\eqref{eq:spacing} when the potential drop $eFW$ equals $\Delta E$, 15\% above it at twice that drop, and 50\% above it at four times. Equation~\eqref{eq:spacing} is therefore still a fair estimate at $eFW=\Delta E$, but not when the drop is several times the spacing. At $W^*$ the condition $eFW=\Delta E$ means a field of only 38 kV/cm, and four times that drop is 150 kV/cm, so the flat-potential estimate does not cover a strongly gated inversion layer. Between four and eight times $\Delta E$ the first light level also drops below the second heavy one, and the heavy spacing is no longer the gap of the whole film.

The populations carry the further condition of a dilute gas. At higher density Eq.~\eqref{eq:pop} must be replaced by its Fermi--Dirac form, and the shares then depend on $\mu$ as well as on $a$. As long as the potential inside the film stays flat, the crossing thickness does not involve the populations. At high density the charge of the electrons bends the potential, and the levels shift with it. This limit comes first: at a sheet density $n_s=10^{12}$ cm$^{-2}$ and $W=W^*$, Fermi--Dirac statistics in the flat film lower the share only to 36.6\%, while an uncompensated uniform charge bends the band by $e^2n_sW/(8\varepsilon)\approx13$ meV for $\varepsilon=11.7\,\varepsilon_0$, about half the gap. At $10^{11}$ cm$^{-2}$ both effects are small. The values for all three films are collected in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
temperature: 300 K
thermal energy kT: 25.85 meV
longitudinal mass m_l: 0.92 m0
transverse mass m_t: 0.19 m0
hbar^2/(2 m0): 38.10 meV nm^2
heavy spacing times W^2: 1226.2 meV nm^2
heavy crossing W*, formula: 6.887 nm
heavy crossing W*, grid Hamiltonian: 6.887 nm
light crossing, formula: 15.15 nm
light crossing, grid Hamiltonian: 15.15 nm
ratio of crossings, light/heavy: 2.200
mass ratio m_l/m_t: 4.84
in-plane weight, four light-normal valleys over two heavy: 4.40
second/first heavy population at W*: 0.368
film thickness: 5.00 nm
  heavy level E1: 16.35 meV
  heavy level E2: 65.40 meV
  first light level: 79.16 meV
  heavy spacing E2-E1: 49.05 meV
  spacing over kT: 1.90
  share in lowest subband: 64.8 %
film thickness: 6.89 nm
  heavy level E1: 8.62 meV
  heavy level E2: 34.47 meV
  first light level: 41.73 meV
  heavy spacing E2-E1: 25.85 meV
  spacing over kT: 1.00
  share in lowest subband: 37.4 %
film thickness: 10.00 nm
  heavy level E1: 4.09 meV
  heavy level E2: 16.35 meV
  first light level: 19.79 meV
  heavy spacing E2-E1: 12.26 meV
  spacing over kT: 0.47
  share in lowest subband: 21.4 %
\end{verbatim}
